**Electron density of a quantum well from Raman plasmon energies**

The program tests the relation E = √(nY) between the plasmon energy E and the sheet density n. Y contains the in-plane momentum transfer q, the effective mass, the permittivity, the surface image term, the well width and the Fermi motion. It asserts that refraction conserves the in-plane wavevector, that the image term agrees with a finite-difference Poisson solution, and that the width and Fermi-motion coefficients agree with numerical integrals. The full formula must lie within 0.3 % of energies from a numerical random-phase calculation; the largest difference found is 0.18 %. The least-squares estimator is compared with direct minimisation, and its standard error with simulated data sets. For synthetic data made with n = 3.00 × 10¹¹ cm⁻², the full fit returns 2.985 ± 0.024, while the plain square-root law returns 3.284 ± 0.026, in the same unit. The output also sizes neglected effects: lattice dispersion and a Hubbard local field together would make the fitted density about 6 % too low.

## Verification by program

```python
# RESULT UNDER TEST
# Raman backscattering at angle theta from the normal excites a plasmon with
#   q = (2 E_laser - E) sin(theta) / (hbar c)
# and the plasmon energy of a quantum well is E = sqrt(n Y), where
#   Y = hbar^2 [ e^2 q G / (2 eps0 eps m) + (3 pi / 2) hbar^2 q^2 / m^2 ]
#   G = 1 - (1/3 - 5/(4 pi^2)) q L + (eps-1)/(eps+1) exp(-2 q d)
# n: sheet density, m: effective mass, eps: static relative permittivity,
# L: well width, d: depth of the well centre below the surface.
# Least squares with equal energy errors: sqrt(n) = sum(E sqrt(Y)) / sum(Y).
# Fit units: n in 1e11 cm^-2, q in 1/um, E in meV.
# The "data" are synthetic: zeros of the random-phase dielectric function,
# found with numerical integrals, plus seeded noise.
import numpy as np
from scipy import constants as sc
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

hbar, e, eps0, c, kB = sc.hbar, sc.e, sc.epsilon_0, sc.c, sc.k
meV = 1e-3 * e
N_UNIT = 1e15          # 1e11 cm^-2 expressed in m^-2

# Rough typical parameters of a CdTe quantum well
mass_ratio = 0.10
mass = mass_ratio * sc.m_e
eps = 10.0
width_nm, depth_nm = 20.0, 100.0
wavelength_nm = 765.0
E_TO, E_LO = 17.5, 21.0        # optical phonons, meV
gap_meV = 1600.0
mobility_cm2 = 1e5
n_set = 3.0
sigma = 0.05                   # energy error, meV
angles = np.array([10., 20., 30., 40., 50., 60., 70.])
E_laser = sc.h * c / (wavelength_nm * 1e-9) / meV
thick_coeff = 1 / 3 - 5 / (4 * np.pi**2)
beta = (eps - 1) / (eps + 1)


def q_transfer(theta_deg, energy):
    """In-plane momentum transfer in 1/um."""
    k_sum = (2 * E_laser - energy) * meV / (hbar * c)
    return k_sum * np.sin(np.radians(theta_deg)) * 1e-6


def coefficients(m):
    """Coulomb and Fermi-motion coefficients in fit units."""
    coul = hbar**2 * e**2 * N_UNIT * 1e6 / (2 * eps0 * eps * m) / meV**2
    fermi = 1.5 * np.pi * hbar**4 * N_UNIT * 1e12 / m**2 / meV**2
    return coul, fermi


def Y_bare(q):
    return coefficients(mass)[0] * q


def Y_full(q, m=mass, d_nm=depth_nm):
    coul, fermi = coefficients(m)
    G = (1 - thick_coeff * q * width_nm * 1e-3
         + beta * np.exp(-2 * q * d_nm * 1e-3))
    return coul * q * G + fermi * q**2


def fit_density(energy, Y):
    root_n = np.sum(energy * np.sqrt(Y)) / np.sum(Y)
    return root_n**2, 2 * root_n * sigma / np.sqrt(np.sum(Y))


# ---------- independent road: random-phase plasmon by quadrature ----------
E_F = np.pi * hbar**2 * n_set * N_UNIT / mass
k_F = np.sqrt(2 * np.pi * n_set * N_UNIT)
v_F = hbar * k_F / mass
nodes, weights = np.polynomial.legendre.leggauss(120)
cos_phi = np.cos((np.arange(48) + 0.5) * 2 * np.pi / 48)
L = width_nm * 1e-9
z_well = ((np.arange(200) + 0.5) / 200 - 0.5) * L
rho = np.cos(np.pi * z_well / L)**2
rho /= rho.sum()
z_distance = np.abs(z_well[:, None] - z_well[None, :])


def lindhard(q, E, temperature):
    """Density response of free 2D electrons, SI units, above the continuum."""
    if temperature == 0:
        top = E_F
    else:
        kT = kB * temperature
        top = E_F + 25 * kT
    level = 0.5 * (nodes + 1) * top
    occupation = np.ones_like(level)
    if temperature > 0:
        mu = kT * np.log(np.expm1(E_F / kT))
        occupation = 1 / (np.exp((level - mu) / kT) + 1)
    delta = (hbar**2 * q**2 / (2 * mass)
             + hbar * q * np.sqrt(2 * level / mass)[:, None] * cos_phi)
    angular = np.mean(2 * delta / (E**2 - delta**2), axis=1)
    states = mass / (np.pi * hbar**2)
    return states * np.sum(0.5 * top * weights * occupation * angular)


def rpa_energy(q_of_E, lattice=False, hubbard=False, temperature=0,
               ideal_sheet=False):
    """Plasmon energy in meV; q_of_E gives q in 1/um for an energy in meV."""
    def dielectric(E):
        q = q_of_E(E) * 1e6
        eps_w = eps
        if lattice:
            eps_w = eps * (1 - (E / E_LO)**2) / (1 - (E / E_TO)**2)
        if ideal_sheet:
            bracket = 1.0
        else:
            reflect = (eps_w - 1) / (eps_w + 1)
            bracket = rho @ np.exp(-q * z_distance) @ rho
            bracket += (reflect * np.exp(-2 * q * depth_nm * 1e-9)
                        * (rho @ np.exp(q * z_well))**2)
        if hubbard:
            bracket -= q / (2 * np.sqrt(q**2 + k_F**2))
        V = e**2 / (2 * eps0 * eps_w * q) * bracket
        return 1 - V * lindhard(q, E * meV, temperature)
    start = np.sqrt(n_set * Y_bare(q_of_E(0.0)))
    return brentq(dielectric, 0.75 * start, 1.6 * start, xtol=1e-10)


def spectrum(**options):
    return np.array([rpa_energy(lambda E, t=t: q_transfer(t, E), **options)
                     for t in angles])


# ---------- test: refraction keeps the in-plane wavevector ----------
index = 3.0
path = minimize_scalar(
    lambda x: np.hypot(1, x) + index * np.hypot(1, 1 - x),
    bounds=(0, 1), method="bounded", options={"xatol": 1e-10})
x = path.x
assert abs(x / np.hypot(1, x) - index * (1 - x) / np.hypot(1, 1 - x)) < 1e-5

# ---------- test: image term from a finite-difference Poisson solution ----
h, q_nm = 0.5, 0.006
z = np.arange(-1500, 1500 + h / 2, h)
eps_half = np.where(z[:-1] + h / 2 > 0, eps, 1.0)
eps_node = 0.5 * (eps_half[1:] + eps_half[:-1])
band = np.zeros((3, len(z) - 2))
band[0, 1:] = -eps_half[1:-1] / h**2
band[1] = (eps_half[1:] + eps_half[:-1]) / h**2 + q_nm**2 * eps_node
band[2, :-1] = -eps_half[1:-1] / h**2
source = np.zeros(len(z) - 2)
sheet = np.argmin(np.abs(z[1:-1] - depth_nm))
source[sheet] = 1 / h
potential = solve_banded((1, 1), band, source)[sheet]
G_poisson = potential * 2 * eps * q_nm
G_image = 1 + beta * np.exp(-2 * q_nm * depth_nm)
assert abs(G_poisson - G_image) < 1e-3

# ---------- test: thickness coefficient is the mean distance over L -------
thick_numeric = rho @ z_distance @ rho / L
assert abs(thick_numeric - thick_coeff) < 1e-4

# ---------- test: Fermi-motion coefficient 3/4 for an ideal sheet ---------
q_test = 10.0
E_sheet = rpa_energy(lambda E: q_test, ideal_sheet=True)
extra = (E_sheet**2 - n_set * Y_bare(q_test)) * meV**2
fermi_coeff = extra / (hbar * q_test * 1e6 * v_F)**2
assert abs(fermi_coeff - 0.75) < 0.01

# ---------- test: complete formula against the random-phase solution ------
E_clean = spectrum()
q_clean = q_transfer(angles, E_clean)
E_formula = np.sqrt(n_set * Y_full(q_clean))
worst = np.max(np.abs(E_formula / E_clean - 1))
assert worst < 3e-3            # dropped terms are of order (q L)^2
n_clean = fit_density(E_clean, Y_full(q_clean))[0]
assert abs(n_clean / n_set - 1) < 5e-3

# ---------- synthetic data and the two fits ----------
rng = np.random.default_rng(7)
E_data = np.round(E_clean + sigma * rng.standard_normal(len(angles)), 2)
q_data = q_transfer(angles, E_data)
Yb, Yf = Y_bare(q_data), Y_full(q_data)
n_bare, err_bare = fit_density(E_data, Yb)
n_fit, err_fit = fit_density(E_data, Yf)
E_bare, E_fit = np.sqrt(n_bare * Yb), np.sqrt(n_fit * Yf)
chi_bare = np.sum(((E_data - E_bare) / sigma)**2)
chi_fit = np.sum(((E_data - E_fit) / sigma)**2)
n_shallow = n_bare * (eps + 1) / (2 * eps)
slope = np.polyfit(np.log(q_data), np.log(E_data), 1)[0]
assert abs(n_fit - n_set) < 4 * err_fit
assert chi_fit < 22.5          # 0.1 percent level for 6 degrees of freedom
assert chi_bare > 40
assert slope < 0.45
assert n_shallow < n_fit < n_bare

# ---------- test: estimator and its error ----------
search = minimize_scalar(lambda n: np.sum((E_data - np.sqrt(n * Yf))**2),
                         bounds=(1, 6), method="bounded",
                         options={"xatol": 1e-9})
assert abs(search.x - n_fit) < 1e-5
trials = E_fit + sigma * rng.standard_normal((5000, len(angles)))
n_trials = (trials @ np.sqrt(Yf) / Yf.sum())**2
assert abs(n_trials.std() / err_fit - 1) < 0.06

# ---------- neglected effects: refit spectra that contain them ----------
def density_shift(**options):
    E = spectrum(**options)
    n = fit_density(E, Y_full(q_transfer(angles, E)))[0]
    return 100 * (n / n_clean - 1)


shift_lattice = density_shift(lattice=True)
shift_hubbard = density_shift(hubbard=True)
shift_both = density_shift(lattice=True, hubbard=True)
shift_thermal = density_shift(temperature=10)
assert shift_lattice < 0 and shift_hubbard < 0
assert abs(shift_thermal) < 1


def refit_shift(Y):
    return 100 * (fit_density(E_data, Y)[0] / n_fit - 1)


shift_mass = refit_shift(Y_full(q_data, m=1.1 * mass))
shift_depth = refit_shift(Y_full(q_data, d_nm=depth_nm + 10))
shift_angle = refit_shift(Y_full(q_transfer(angles + 1, E_data)))
E_1 = (np.pi * hbar / L)**2 / (2 * mass) / meV
nonparabolic = 100 * 2 * (E_1 + E_F / meV) / gap_meV
retardation = np.max(eps * (E_data * meV / (hbar * c * q_data * 1e6))**2)
broadening = hbar * e / (mass * mobility_cm2 * 1e-4 * e) * e / meV
pair_edge = (hbar * v_F * q_data[-1] * 1e6
             + (hbar * q_data[-1] * 1e6)**2 / (2 * mass)) / meV
q_tilted = 0.5 * (q_data[0] + q_transfer(angles[0] + 3, E_data[0]))
aperture = np.sqrt(n_fit * Y_full(q_tilted)) - E_fit[0]

# ---------- output ----------
coul, fermi = coefficients(mass)
print(f"mass {mass_ratio:.2f} m_e, permittivity {eps:.1f}")
print(f"well width {width_nm:.0f} nm, centre depth {depth_nm:.0f} nm")
print(f"laser {wavelength_nm:.0f} nm, photon energy {E_laser:.1f} meV")
print(f"density set for synthetic data {n_set:.2f} e11 cm^-2")
print(f"energy error {sigma:.2f} meV")
print(f"Coulomb coefficient {coul:.5f} meV^2 um / (1e11 cm^-2)")
print(f"Fermi coefficient {fermi:.6f} meV^2 um^2 / (1e11 cm^-2)")
print(f"image factor beta {beta:.4f}")
print(f"thickness coeff: formula {thick_coeff:.5f}, sum {thick_numeric:.5f}")
print(f"G at q=6/um: Poisson {G_poisson:.5f}, formula {G_image:.5f}")
print(f"Fermi-motion coeff from Lindhard integral {fermi_coeff:.4f}")
print(f"largest formula-RPA energy difference {100 * worst:.3f} %")
print("deg | q 1/um | E data | sqrt(Y) | E full | E plain (meV)")
for t, q, E, y, f, b in zip(angles, q_data, E_data, Yf, E_fit, E_bare):
    print(f"{t:.0f} | {q:.3f} | {E:.2f} | {np.sqrt(y):.4f} | {f:.3f} | {b:.3f}")
print("terms relative to plain Y: deg, image, thickness, Fermi (%)")
for i in (0, -1):
    q = q_data[i]
    print(f"{angles[i]:.0f}, {100 * beta * np.exp(-2e-3 * q * depth_nm):.1f},"
          f" {-100 * thick_coeff * q * width_nm * 1e-3:.1f},"
          f" {100 * fermi * q / coul:.1f}")
print(f"sum E sqrt(Y) {np.sum(E_data * np.sqrt(Yf)):.3f} (fit units)")
print(f"sum Y {Yf.sum():.3f} (fit units)")
print(f"log-log slope of data {slope:.3f}")
print(f"plain fit n {n_bare:.3f} +- {err_bare:.3f} e11 cm^-2")
print(f"plain fit, eps -> (eps+1)/2: n {n_shallow:.3f} e11 cm^-2")
print(f"full fit n {n_fit:.3f} +- {err_fit:.3f} e11 cm^-2")
print(f"full fit n {n_fit * N_UNIT:.3e} m^-2")
print(f"chi^2 for 6 degrees: plain {chi_bare:.1f}, full {chi_fit:.1f}")
print("shift of fitted n if effect is present but ignored:")
print(f"  lattice dispersion {shift_lattice:.2f} %")
print(f"  Hubbard local field {shift_hubbard:.2f} %")
print(f"  both together {shift_both:.2f} %")
print(f"  temperature 10 K {shift_thermal:.2f} %")
print("shift of fitted n if the input is changed:")
print(f"  mass +10 %: {shift_mass:.2f} %")
print(f"  depth +10 nm: {shift_depth:.2f} %")
print(f"  all angles +1 deg: {shift_angle:.2f} %")
print(f"phonons TO {E_TO:.1f}, LO {E_LO:.1f} meV; gap {gap_meV:.0f} meV")
print(f"Fermi energy at set density {E_F / meV:.2f} meV")
print(f"hard-wall subband spacing {3 * E_1:.1f} meV")
print(f"nonparabolic mass increase, rough {nonparabolic:.1f} %")
print(f"retardation parameter, largest {retardation:.1e}")
print(f"hbar/tau at {mobility_cm2:.0f} cm2/Vs: {broadening:.3f} meV")
print(f"pair continuum edge at 70 deg {pair_edge:.2f} meV")
print(f"E change at 10 deg, collection tilted 3 deg: {aperture:.3f} meV")
print("all tests passed")
```

Running it gives:

```
mass 0.10 m_e, permittivity 10.0
well width 20 nm, centre depth 100 nm
laser 765 nm, photon energy 1620.7 meV
density set for synthetic data 3.00 e11 cm^-2
energy error 0.05 meV
Coulomb coefficient 0.68942 meV^2 um / (1e11 cm^-2)
Fermi coefficient 0.002736 meV^2 um^2 / (1e11 cm^-2)
image factor beta 0.8182
thickness coeff: formula 0.20668, sum 0.20668
G at q=6/um: Poisson 1.24643, formula 1.24643
Fermi-motion coeff from Lindhard integral 0.7547
largest formula-RPA energy difference 0.183 %
deg | q 1/um | E data | sqrt(Y) | E full | E plain (meV)
10 | 2.850 | 2.94 | 1.6950 | 2.928 | 2.540
20 | 5.612 | 3.85 | 2.2126 | 3.822 | 3.565
30 | 8.202 | 4.42 | 2.5582 | 4.419 | 4.310
40 | 10.543 | 4.85 | 2.8245 | 4.880 | 4.886
50 | 12.563 | 5.24 | 3.0361 | 5.245 | 5.334
60 | 14.202 | 5.50 | 3.1994 | 5.527 | 5.671
70 | 15.409 | 5.76 | 3.3158 | 5.728 | 5.907
terms relative to plain Y: deg, image, thickness, Fermi (%)
10, 46.3, -1.2, 1.1
70, 3.8, -6.4, 6.1
sum E sqrt(Y) 91.113 (fit units)
sum Y 52.739 (fit units)
log-log slope of data 0.392
plain fit n 3.284 +- 0.026 e11 cm^-2
plain fit, eps -> (eps+1)/2: n 1.806 e11 cm^-2
full fit n 2.985 +- 0.024 e11 cm^-2
full fit n 2.985e+15 m^-2
chi^2 for 6 degrees: plain 125.7, full 1.4
shift of fitted n if effect is present but ignored:
  lattice dispersion -2.49 %
  Hubbard local field -3.86 %
  both together -6.13 %
  temperature 10 K 0.21 %
shift of fitted n if the input is changed:
  mass +10 %: 10.42 %
  depth +10 nm: 1.50 %
  all angles +1 deg: -1.78 %
phonons TO 17.5, LO 21.0 meV; gap 1600 meV
Fermi energy at set density 7.18 meV
hard-wall subband spacing 28.2 meV
nonparabolic mass increase, rough 2.1 %
retardation parameter, largest 2.7e-04
hbar/tau at 100000 cm2/Vs: 0.116 meV
pair continuum edge at 70 deg 1.70 meV
E change at 10 deg, collection tilted 3 deg: 0.168 meV
all tests passed
```
